**Bethe stopping compared with complete first-Born sums**

The program tests the stopping cross section S = (4πz²e⁴/mv²) Z ln(2mv²/I), where z is the projectile charge number, v its speed, Z the number of target electrons, m the electron mass, e² stands for e²/4πε₀, and ln I is the average of ln Eₙ over excitation energies Eₙ weighted by dipole oscillator strengths. It asserts that a Born excitation cross section agrees with straight-line time-dependent perturbation theory integrated over impact parameter. It also asserts the Poisson form factors of a harmonic oscillator, the approach of its complete Born stopping number to the Bethe logarithm, and the oscillator-strength sum rule for two interacting electrons and for hydrogen. For hydrogen it sums the Born stopping over partial waves and pseudostates, and asserts that the difference from the Bethe logarithm shrinks with speed roughly as 1/v². The output gives I = 14.99 eV from the dipole spectrum and 14.97 eV from the extrapolated Born stopping, while the arithmetic mean excitation energy is 18.14 eV. For protons at 1224 keV the Bethe and Born cross sections are 1.012 and 1.008 × 10⁻¹⁵ eV cm² per atom.

## Verification by program

```python
"""Bethe stopping of a fast heavy charge z*e, first Born approximation.

Result under test (per atom with Z electrons):
    S = (4 pi z^2 e^4 / (m v^2)) * Z * ln(2 m v^2 / I),
    ln I = sum_n f_n ln E_n / sum_n f_n.
E_n: excitation energy, f_n: dipole oscillator strength, v: projectile speed,
q: momentum transfer / hbar.  Generalized oscillator strength (GOS):
    f_n(q) = 2 m E_n |<n| sum_j exp(i q.r_j) |0>|^2 / (hbar q)^2.
Stopping number L: S = (4 pi z^2 e^4 / (m v^2)) * L.
Atomic units (hbar = m = e = 1) are used inside; z = 1 throughout.
"""
import numpy as np
from scipy import constants as const
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.special import (erf, eval_hermite, exp1, factorial, gammaincc,
                           spherical_jn)

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_CM = 100 * const.physical_constants["Bohr radius"][0]
PROTON_MASS = const.m_p / const.m_e
LIGHT_SPEED = 1 / const.alpha

# ---- Born cross section against straight-line perturbation theory ----------
# Electron in an isotropic harmonic well, excitation to the first level.
well, speed = 1.0, 4.0
nodes, weights = np.polynomial.legendre.leggauss(100)
impact = 20 * (nodes + 1)
impact_weight = 20 * weights
dt = 0.04
time = np.arange(0, 200, dt)
time_weight = np.full(time.size, dt)
time_weight[0] = dt / 2
distance = np.sqrt(impact[:, None]**2 + (speed * time)**2)
# radial derivative of the potential of the Gaussian ground-state charge
slope = (erf(np.sqrt(well) * distance) / distance**2
         - 2 * np.sqrt(well / np.pi) * np.exp(-well * distance**2) / distance)
across = 2 * (slope * impact[:, None] / distance) @ (
    np.cos(well * time) * time_weight)
along = 2 * (slope * speed * time / distance) @ (
    np.sin(well * time) * time_weight)
probability = (across**2 + along**2) / (2 * well)
sigma_path = np.sum(2 * np.pi * impact * probability * impact_weight)
sigma_born = 2 * np.pi / (well * speed**2) * exp1(well / (2 * speed**2))
assert abs(sigma_path / sigma_born - 1) < 2e-3

# ---- Harmonic oscillator: form factors and complete Born stopping ----------
x = np.linspace(-12, 12, 4001)
q_test = 2.0
s_test = q_test**2 / 2
for n in range(1, 5):
    norm = 1 / np.sqrt(2.0**n * factorial(n) * np.pi)
    overlap = np.sum(norm * eval_hermite(n, x) * np.exp(-x**2 + 1j * q_test * x))
    overlap *= x[1] - x[0]
    poisson = np.exp(-s_test) * s_test**n / factorial(n)
    assert abs(abs(overlap)**2 - poisson) < 1e-9


def oscillator_stopping_number(y):
    """Complete Born sum for y = 2 m v^2 / (hbar omega)."""
    k = np.arange(1, int(3 * y) + 200)
    return 0.5 * (exp1(1 / y) + np.sum(gammaincc(k, (k + 1)**2 / y) / k))


oscillator = {y: oscillator_stopping_number(y) for y in (1e2, 1e3, 1e4)}
for y, number in oscillator.items():
    assert abs(number - np.log(y)) < 5 / y

# ---- Sum rule for two interacting electrons on a line ----------------------
count, step = 34, 0.45
site = (np.arange(count) - (count - 1) / 2) * step
gap = np.subtract.outer(np.arange(count), np.arange(count))
safe_gap = np.where(gap == 0, 1, gap)
kinetic = np.where(gap == 0, np.pi**2 / 6, (-1.0)**gap / safe_gap**2) / step**2
single = kinetic + np.diag(0.125 * site**2)
unit = np.eye(count)
repulsion = 1 / np.sqrt(1 + np.subtract.outer(site, site)**2)
pair_h = np.kron(single, unit) + np.kron(unit, single) + np.diag(repulsion.ravel())
pair_energy, pair_state = eigh(pair_h)
q_pair = 1.5
phase = np.exp(1j * q_pair * site)
density_wave = np.add.outer(phase, phase).ravel()
amplitude = pair_state.T @ (density_wave * pair_state[:, 0])
pair_sum = np.sum(2 * (pair_energy - pair_energy[0]) * abs(amplitude)**2) / q_pair**2
assert abs(pair_sum - 2) < 1e-3

# ---- Hydrogen: radial Hamiltonian on a Laguerre mesh -----------------------
size, scale, l_max = 150, 0.08, 96
index = np.arange(size)
mesh = eigh_tridiagonal(2.0 * index + 1, index[1:].astype(float),
                        eigvals_only=True)
radius = scale * mesh
difference = np.subtract.outer(mesh, mesh) + np.eye(size)
sign = (-1.0)**np.subtract.outer(index, index)
second = sign * np.add.outer(mesh, mesh) / (
    np.sqrt(np.outer(mesh, mesh)) * difference**2)
np.fill_diagonal(second, (4 + (4 * size + 2) * mesh - mesh**2) / (12 * mesh**2))
radial_kinetic = second / (2 * scale**2)


def radial_states(l):
    potential = l * (l + 1) / (2 * radius**2) - 1 / radius
    return eigh(radial_kinetic + np.diag(potential))


energy_s, state_s = radial_states(0)
ground_energy, ground = energy_s[0], state_s[:, 0]
assert abs(ground_energy + 0.5) < 1e-6

# dipole spectrum and mean excitation energy
energy_p, state_p = radial_states(1)
excitation_p = energy_p - ground_energy
dipole_f = 2 * excitation_p * (state_p.T @ (radius * ground))**2 / 3
assert abs(excitation_p[0] - 0.375) < 1e-6
assert abs(dipole_f.sum() - 1) < 1e-4
mean_log = np.exp(np.sum(dipole_f * np.log(excitation_p)) / dipole_f.sum())
mean_arithmetic = np.sum(dipole_f * excitation_p) / dipole_f.sum()

# complete Born stopping: all final states, all allowed q, no dividing q
speeds = (3.0, 5.0, 7.0)
top_speed = speeds[-1]
bend = 0.5
grid = np.linspace(np.arcsinh(0.02 / bend), np.arcsinh(20 / bend), 480)
q_grid = bend * np.sinh(grid)
jacobian = bend * np.cosh(grid)
probes = np.array([1.0, top_speed, 2 * top_speed, 18.0])
q_all = np.concatenate([q_grid, probes])
near = radius < 14
born = {v: 0.0 for v in speeds}
strength_total = np.zeros(probes.size)
strength_allowed = np.zeros(probes.size)
for l in range(l_max + 1):
    energy, state = radial_states(l)
    excitation = energy - ground_energy
    bessel = spherical_jn(l, np.outer(q_all, radius[near]))
    form = np.sqrt(2 * l + 1) * (bessel * ground[near]) @ state[near]
    gos = 2 * excitation * form**2 / q_all[:, None]**2
    at_probe = gos[grid.size:]
    strength_total += at_probe.sum(axis=1)
    allowed = excitation[None, :] < top_speed * probes[:, None]
    strength_allowed += (at_probe * allowed).sum(axis=1)
    integrand = gos[:grid.size] * (jacobian / q_grid)[:, None]
    integral = CubicSpline(grid, integrand).antiderivative()
    whole = integral(grid[-1])
    for v in speeds:
        start = np.clip(np.arcsinh(excitation / (v * bend)), grid[0], grid[-1])
        born[v] += np.sum(whole - np.diagonal(integral(start)))

assert np.all(abs(strength_total - 1) < 5e-3)
fraction = strength_allowed / strength_total
assert fraction[1] > 0.98 and abs(fraction[2] - 0.5) < 0.15 and fraction[3] < 0.03

bethe = {v: np.log(2 * v**2 / mean_log) for v in speeds}
deviation = {v: bethe[v] - born[v] for v in speeds}
assert abs(deviation[7.0]) < abs(deviation[5.0]) < abs(deviation[3.0])
assert abs(deviation[7.0]) < 0.04
scaled = {v: v**2 * deviation[v] for v in speeds}
assert abs(scaled[7.0] / scaled[5.0] - 1) < 0.25
# remove the 1/v^2 term with two speeds; what remains must be -ln I
offset = {v: born[v] - np.log(2 * v**2) for v in speeds}
mean_from_stopping = np.exp(-(49 * offset[7.0] - 25 * offset[5.0]) / 24)
assert abs(mean_from_stopping / mean_log - 1) < 0.02
assert abs(mean_from_stopping / mean_arithmetic - 1) > 0.1

# smallest momentum transfer for finite projectile mass (proton on hydrogen)
reduced_mass = PROTON_MASS * (PROTON_MASS + 1) / (2 * PROTON_MASS + 1)
collision_energy = reduced_mass * top_speed**2 / 2
q_exact = reduced_mass * top_speed * (1 - np.sqrt(1 - 0.375 / collision_energy))
q_excess = q_exact / (0.375 / top_speed) - 1
assert abs(q_excess / (0.375 / (4 * collision_energy)) - 1) < 1e-3

# ---- Printed numbers -------------------------------------------------------
print("Oscillator, hbar*omega = 1 hartree, v = 4 a.u., first level:")
print(f"  cross section, straight-line path = {sigma_path:.5f} bohr^2")
print(f"  cross section, Born formula       = {sigma_born:.5f} bohr^2")
print("Oscillator stopping number, y = 2mv^2/(hbar*omega):")
for y, number in oscillator.items():
    print(f"  y = {y:.0f}: Born L = {number:.5f}, ln y = {np.log(y):.5f},"
          f" y*(ln y - L) = {y * (np.log(y) - number):.3f}")
print(f"Two interacting electrons, q = {q_pair} /bohr: sum of GOS = {pair_sum:.5f}")
print("Hydrogen atom, dipole spectrum:")
print(f"  sum of f = {dipole_f.sum():.5f}, f(1s-2p) = {dipole_f[0]:.5f}")
print(f"  I, logarithmic mean   = {mean_log * HARTREE_EV:.3f} eV")
print(f"  I, logarithmic mean   = {mean_log:.5f} hartree")
print(f"  arithmetic mean       = {mean_arithmetic * HARTREE_EV:.3f} eV")
print(f"  I from Born stopping  = {mean_from_stopping * HARTREE_EV:.3f} eV")
print(f"Hydrogen GOS at v = {top_speed:.0f} a.u. (total; fraction with E < hbar*q*v):")
for q, total, part in zip(probes, strength_total, fraction):
    print(f"  q = {q:.0f} /bohr: total = {total:.4f}, allowed fraction = {part:.4f}")
print("Protons in atomic hydrogen:")
for v in speeds:
    proton_kev = PROTON_MASS * v**2 / 2 * HARTREE_EV / 1000
    unit_s = 4 * np.pi / v**2 * HARTREE_EV * BOHR_CM**2 / 1e-15
    print(f"  v = {v:.0f} a.u., proton energy = {proton_kev:.1f} keV")
    print(f"    L Bethe = {bethe[v]:.4f}, L Born = {born[v]:.4f},"
          f" difference = {deviation[v]:.4f}, times v^2 = {scaled[v]:.3f}")
    print(f"    prefactor = {unit_s:.4f} x 1e-15 eV cm^2")
    print(f"    S Bethe = {unit_s * bethe[v]:.4f}, S Born = {unit_s * born[v]:.4f}"
          " x 1e-15 eV cm^2 per atom")
print(f"At v = {top_speed:.0f} a.u.: Born parameter e^2/(hbar*v) = {1 / top_speed:.4f}")
print(f"  (v/c)^2 = {(top_speed / LIGHT_SPEED)**2:.5f}")
print(f"  relative excess of q_min over E/(hbar*v), 1s-2p = {q_excess:.2e}")
print(f"  kinematic q limit 2*mu*v = {2 * reduced_mass * top_speed:.0f} /bohr,"
      f" ridge cutoff 2*m*v = {2 * top_speed:.0f} /bohr")
print("OK")
```

Output:

```
Oscillator, hbar*omega = 1 hartree, v = 4 a.u., first level:
  cross section, straight-line path = 1.14648 bohr^2
  cross section, Born formula       = 1.14650 bohr^2
Oscillator stopping number, y = 2mv^2/(hbar*omega):
  y = 100: Born L = 4.57378, ln y = 4.60517, y*(ln y - L) = 3.139
  y = 1000: Born L = 6.90474, ln y = 6.90776, y*(ln y - L) = 3.013
  y = 10000: Born L = 9.21004, ln y = 9.21034, y*(ln y - L) = 3.001
Two interacting electrons, q = 1.5 /bohr: sum of GOS = 2.00000
Hydrogen atom, dipole spectrum:
  sum of f = 1.00000, f(1s-2p) = 0.41620
  I, logarithmic mean   = 14.991 eV
  I, logarithmic mean   = 0.55092 hartree
  arithmetic mean       = 18.141 eV
  I from Born stopping  = 14.967 eV
Hydrogen GOS at v = 7 a.u. (total; fraction with E < hbar*q*v):
  q = 1 /bohr: total = 1.0000, allowed fraction = 0.9970
  q = 7 /bohr: total = 1.0000, allowed fraction = 0.9990
  q = 14 /bohr: total = 1.0000, allowed fraction = 0.4711
  q = 18 /bohr: total = 0.9994, allowed fraction = 0.0023
Protons in atomic hydrogen:
  v = 3 a.u., proton energy = 224.8 keV
    L Bethe = 3.4865, L Born = 3.3585, difference = 0.1280, times v^2 = 1.152
    prefactor = 1.0639 x 1e-15 eV cm^2
    S Bethe = 3.7095, S Born = 3.5733 x 1e-15 eV cm^2 per atom
  v = 5 a.u., proton energy = 624.6 keV
    L Bethe = 4.5082, L Born = 4.4640, difference = 0.0442, times v^2 = 1.105
    prefactor = 0.3830 x 1e-15 eV cm^2
    S Bethe = 1.7267, S Born = 1.7098 x 1e-15 eV cm^2 per atom
  v = 7 a.u., proton energy = 1224.1 keV
    L Bethe = 5.1811, L Born = 5.1594, difference = 0.0218, times v^2 = 1.066
    prefactor = 0.1954 x 1e-15 eV cm^2
    S Bethe = 1.0125, S Born = 1.0082 x 1e-15 eV cm^2 per atom
At v = 7 a.u.: Born parameter e^2/(hbar*v) = 0.1429
  (v/c)^2 = 0.00261
  relative excess of q_min over E/(hbar*v), 1s-2p = 4.17e-06
  kinematic q limit 2*mu*v = 12857 /bohr, ridge cutoff 2*m*v = 14 /bohr
OK
```
